# Choosing the periodic-state solver and stopping threshold for pulsed plasmas

## The decision

A calculation of a plasma driven by periodic power pulses needs a rule for when its output is periodic. Two settings decide this. One is the solver: run pulse after pulse until nothing changes, or solve directly for a state that returns to itself after one pulse. The other is the threshold at which the run stops. Both matter when electrons respond within tens of microseconds and radicals in milliseconds. A run can then change very little per pulse while its distance from the periodic state is tens of times larger than that change.

Both choices depend on one number, the factor $\mu$ by which the slowest error shrinks per pulse; the choice of solver also depends on the number of state variables. A small volume-averaged model shows where it comes from and what it costs.

## What is being solved

Let a feed gas of molecules A$_2$, density $m$, dissociate into radicals A, density $r$. The electron density is $n$ and the electron temperature $T_e$ is expressed in eV. The model assumes Maxwellian electrons, no negative ions, ions much colder than the electrons with one effective mass $M_i$, a fixed gas temperature, and constant absorbed power $P$ while the pulse is on.

Electrons are created at rate $\nu_i=k_{iM}m+k_{iR}r$ per electron. They are lost with ions that reach the wall at the Bohm speed:

$$\frac{d\ln n}{dt}=\nu_i-\nu_l,\qquad \nu_l=\frac{A_{\rm eff}}{V}\sqrt{\frac{eT_e}{M_i}} .$$

Here $V$ is the volume, and $A_{\rm eff}$ is the wall area reduced for the lower density at the sheath edge.

The electron energy density, in eV per volume, is $\tfrac32nT_e$. It obeys

$$\frac{d}{dt}\left(\tfrac32 nT_e\right)=\frac{P}{eV}-n\left(L_c+c_wT_e\nu_l\right).$$

The collisional loss per electron is

$$L_c=E_{iM}k_{iM}m+E_{iR}k_{iR}r+E_dk_dm+E_xk_xr+\frac{3m_e}{M_i}k_{el}(m+2r)(T_e-T_g).$$

The terms are ionization of both neutrals, dissociation, radical excitation and elastic transfer, with $T_g$ the gas temperature in eV. Molecules are given the mass $M_i$. A radical has half of it, which doubles its elastic term.

The wall coefficient $c_w$ has three parts. An escaping electron carries $2T_e$, and the ion gains $T_e/2$ before the sheath and the sheath voltage $V_s$ within it. At a floating wall the electron and ion fluxes are equal:

$$\frac14\sqrt{\frac{8eT_e}{\pi m_e}}\,e^{-V_s/T_e}=\sqrt{\frac{eT_e}{M_i}}
\quad\Rightarrow\quad e^{-V_s/T_e}=\sqrt{\frac{2\pi m_e}{M_i}} .$$

Hence $V_s=\tfrac12T_e\ln(M_i/2\pi m_e)$ and $c_w=\tfrac52+\tfrac12\ln(M_i/2\pi m_e)$.

The product rule gives $\frac{d}{dt}(\frac32nT_e)=\frac32n\dot T_e+\frac32nT_e(\nu_i-\nu_l)$. Dividing the energy balance by $\frac32n$ and moving the last term to the right yields

$$\dot T_e=\frac23\left[\frac{P}{eVn}-L_c-c_wT_e\nu_l\right]-T_e(\nu_i-\nu_l).$$

For the neutrals, let $\nu_w$ be the rate of radical recombination at the wall, $\nu_p$ the common pumping rate, and $m_0$ the feed density without plasma:

$$\dot m=\nu_p(m_0-m)-k_dnm+\tfrac12\nu_wr,\qquad
\dot r=2k_dnm-(\nu_w+\nu_p)r .$$

Each ion is assumed to return from the wall as the neutral it came from, and the neutral inventory held in ions is neglected. The cold-ion assumption is weakest late in the power-off phase, when $T_e$ approaches the gas temperature. Adding half the second equation to the first cancels dissociation and recombination, and $S=m+r/2$ obeys $\dot S=\nu_p(m_0-S)$. A chamber first filled with feed gas at density $m_0$ therefore keeps $m=m_0-r/2$. Three variables remain,

$$y=\left(\ln(n/n_{\rm ref}),\;T_e/1\,{\rm eV},\;w\right),\qquad w=r/m_0,\quad 0\le w\le2 .$$

Below, an error is the largest absolute component of a difference between two such vectors.

Let $\Phi(y)$ be the state one period $T$ after $y$, starting at power-on. A periodic state satisfies $y^*=\Phi(y^*)$.

## What running more pulses does

Write $e_k=y_k-y^*$ and $M=\partial\Phi/\partial y$ at $y^*$. Expanding $y_{k+1}=\Phi(y_k)$ about $y^*$ gives, to first order,

$$e_{k+1}=Me_k .$$

Suppose the eigenvalue of largest modulus is real, simple and lies between 0 and 1. Call it $\mu$, with eigenvector $v$. After the other components have decayed, $e_k\simeq c\,\mu^kv$. Setting $|e_0|\mu^N=\varepsilon$ gives the estimate

$$N\simeq\frac{\ln(|e_0|/\varepsilon)}{-\ln\mu}.$$

With the relaxation time $\tau_s=-T/\ln\mu$, this is $N\simeq(\tau_s/T)\ln(|e_0|/\varepsilon)$. If the pulse period is comparable with $\tau_s$, some tens of pulses suffice and a special solver gains little. If $T\ll\tau_s$, the count grows as $1/T$.

The same expansion fixes the threshold. The visible change per pulse is

$$y_{k+1}-y_k=e_{k+1}-e_k\simeq-(1-\mu)e_k .$$

The error before the pulse is thus the size of the change divided by $1-\mu$. The error left after the pulse is smaller by the factor $\mu$, a minor difference when $\mu$ is near 1. For a wanted error $\varepsilon$, the threshold on the change must be $(1-\mu)\varepsilon$. If $\mu$ is unknown, the ratio of two successive late changes estimates it, provided a single slow error remains. A still slower error of small size contributes little to the change, so the ratio can miss it and the error is then underestimated.

## What sets the slow factor

The radical loss time $1/(\nu_w+\nu_p)$ is a tempting estimate of $\tau_s$, but it omits two effects. Put $\nu=\nu_w+\nu_p$ and insert $m=m_0(1-w/2)$ in the radical balance:

$$\dot w=2k_dn-(k_dn+\nu)w .$$

First hold $n(t)$ and $T_e(t)$ fixed on the periodic orbit. A deviation then obeys $\delta\dot w=-(k_dn+\nu)\delta w$, so

$$\mu_{\rm frozen}=e^{-\nu T-I},\qquad I=\int_0^Tk_dn\,dt .$$

The term $I$ appears because extra radicals mean fewer molecules left to dissociate.

Now let the electrons respond. If they adjust much faster than $w$, and $w$ changes little in one period, then to leading order

$$w_{k+1}=w_k+(2-w_k)I(w_k)-\nu Tw_k .$$

Differentiating at the fixed point gives

$$1-\mu\simeq\nu T+I-(2-w)I'(w).$$

The last term is plasma feedback. It speeds relaxation if dissociation weakens as radicals accumulate, and slows it in the opposite case.

A different initial fill adds a separate error in $S$, which shrinks by $e^{-\nu_pT}$ per pulse. If pumping is slow, this can be the slowest error of all. It is so in the worked case below, where $e^{-\nu_pT}=0.998$ lies closer to 1 than the radical factor. Starting with the correct fill removes it, and all counts below assume such a start.

## What the direct solver does

Define $F(y)=\Phi(y)-y$, whose derivative is $M(y)-I_3$, with $I_3$ the unit matrix. Setting the linear approximation $F(y)+(M-I_3)\delta$ to zero gives Newton's shooting equation,

$$(I_3-M)\delta=\Phi(y)-y,\qquad y_{\rm new}=y+\delta .$$

To see how its error behaves, let $e=y-y^*$ and expand from $y$ to the solution:

$$0=F(y^*)=F(y)-(M-I_3)e+R,\qquad |R|\le\tfrac12K|e|^2,$$

where $K$ bounds the second derivative of $\Phi$ in the region. Thus $F(y)=(M-I_3)e-R$. Since $\delta=-(M-I_3)^{-1}F(y)$,

$$e_{\rm new}=e+\delta=(M-I_3)^{-1}R,\qquad
|e_{\rm new}|\le\tfrac12K\,\|(I_3-M)^{-1}\|\,|e|^2 .$$

Convergence is quadratic if the start is close enough, $\Phi$ is smooth and $I_3-M$ is invertible.

The inverse is large when $\mu$ is near 1, which might suggest that Newton's method also suffers from slow radicals. In the averaged map above it does not. Write that map as $w_{k+1}=w_k+G(w_k)$. The Newton error coefficient is $|G''/(2G')|$, and both derivatives are proportional to $T$. The ratio stays finite as $T\to0$, while the number of ordinary pulses diverges.

The matrix $M$ comes from the same simulation of one pulse. Add $ih$ to component $j$ of the initial state, with $h$ real and tiny. For an analytic map,

$$\Phi(y+ihu_j)=\Phi(y)+ihMu_j+O(h^2),$$

where $u_j$ is the unit vector. The imaginary part divided by $h$ is column $j$ of $M$, with an error of order $h^2$ and no subtraction of nearly equal numbers. The real part supplies $\Phi(y)$. Three complex pulses therefore provide everything for one update. The program's equations must accept complex arguments, without absolute values or similar non-analytic operations on the state.

The power switch needs no correction. Its times do not depend on the state, and the state is continuous there, so the chain rule gives $M=M_{\rm off}M_{\rm on}$. If a plasma condition triggered the switch, the shift of the switching time would add a term.

## A worked case

The parameters are round model values and represent no named gas. Power of 300 W enters 0.010 m³ for half of each 200 µs period. The feed pressure is 1.0 Pa at 400 K, so

$$m_0=\frac{p}{k_BT_{\rm gas}}=1.81\times10^{20}\ {\rm m^{-3}} .$$

Further, $A_{\rm eff}/V=10$ m⁻¹ and $M_i=40$ u, which gives $c_w=7.18$. The loss rates are $\nu_w=50$ s⁻¹ and $\nu_p=10$ s⁻¹. One radical loss time is $1/60$ s, or 16.7 ms, and spans 83 pulses.

Inelastic rate coefficients have the form $K e^{-E/T_e}$, with $E$ also the energy lost:

| Process | $K$ (m³/s) | $E$ (eV) |
|---|---:|---:|
| Molecule ionization | $5\times10^{-14}$ | 14 |
| Radical ionization | $4\times10^{-14}$ | 12 |
| Dissociation | $2\times10^{-14}$ | 7 |
| Radical excitation | $2\times10^{-14}$ | 8 |

The elastic coefficient is $k_{el}=10^{-13}$ m³/s. Each pulse is integrated by the classical fourth-order Runge–Kutta method, with 240 steps while power is on and 80 while it is off, refined after each switch. The start is undissociated gas with $n=5\times10^{16}$ m⁻³ and $T_e=0.10$ eV.

Newton's method finds this periodic state at power-on:

$$n=5.44\times10^{16}\ {\rm m^{-3}},\quad T_e=0.065\ {\rm eV},\quad w=0.776 .$$

An adaptive high-order Runge–Kutta integration of the converged pulse gives the behaviour in between. The temperature peaks at 2.51 eV and is 2.06 eV at power-off. At power-on it is only about twice $T_g=0.034$ eV, so the cold-ion wall loss is marginal there; with twice the period the model would cool the electrons below the gas temperature and leave its range. The density ranges from $5.37\times10^{16}$ to $1.17\times10^{17}$ m⁻³. Its minimum lies slightly below the power-on value because wall loss continues while the electrons are still too cold for ionization to balance it. The largest density is about $6\times10^{-4}$ of $m_0$, consistent with neglecting neutrals held in ions.

### Reading the slow factor

The largest eigenvalue of $M$ for the three variables, with $S$ held at $m_0$, is $\mu=0.97872$. Hence $-\ln\mu=0.02151$ and

$$\tau_s=\frac{0.200\ {\rm ms}}{0.02151}=9.30\ {\rm ms},$$

well below the 16.7 ms radical loss time. The integral along the orbit gives $\mu_{\rm frozen}=0.98055$, so $\nu T+I=0.01964$. The contributions to the relaxation per pulse are:

- radical loss, $\nu T=60\times200\times10^{-6}=0.0120$;
- depletion of molecules, $I=0.01964-0.0120=0.0076$;
- plasma feedback, $0.02151-0.01964=0.0019$.

Feedback supplies about 9 % of the total rate. Its sign means that, in this model, dissociation per molecule weakens as radicals accumulate. The calculation does not separate the share of electron density from that of temperature.

### Reading the cost

The largest component of the initial error is that of $w$, 0.776. For a final error of $10^{-7}$, the estimate is

$$N\simeq\frac{\ln(0.776/10^{-7})}{0.02151}=\frac{15.86}{0.02151}\simeq737 .$$

Running the pulses takes 734, or 8.8 radical loss times. Errors of $10^{-3}$ and $10^{-5}$ are reached after 306 and 520 pulses. Each further factor of 100 costs 214 pulses, as $\ln100/0.02151$ predicts.

Newton's method starts after ten ordinary pulses, which let the electrons approach their cycle while the radicals are still far off. Its errors, measured from the final iterate, are

$$0.614,\quad 4.82\times10^{-2},\quad 2.45\times10^{-4},\quad 6.11\times10^{-9}.$$

Dividing each error by the square of its predecessor gives 0.13, 0.11 and 0.10, the nearly constant ratio of quadratic convergence. Three updates reach the target, at a cost of ten real and nine complex pulses.

These counts use the known solution to decide when the target was reached. A practical run must also confirm convergence. Here Newton continued until an update was below $10^{-10}$, which took five updates, or 15 complex pulses. That whole run took 0.14 s, against 2.5 s for the 734 ordinary pulses. The times belong to one implementation and one machine; the pulse counts transfer better.

### Reading the threshold

Suppose the ordinary run had stopped when the change per pulse first fell below $10^{-4}$. That happens in pulse 235. The true error is $4.6\times10^{-3}$ before this pulse and $4.5\times10^{-3}$ after it. For the error before the pulse, the theory gives

$$\frac{10^{-4}}{1-0.97872}=4.7\times10^{-3}.$$

The error is 47 times the visible change. To bring it to $10^{-4}$, the threshold would have to be $0.0213\times10^{-4}\simeq2\times10^{-6}$.

### Radicals that live longer

Now reduce the total radical loss rate tenfold, to 6 s⁻¹, with the correct initial fill retained. The periodic state has $w=1.69$, so most of the feed is dissociated. The slow factor becomes $0.99199$, with $-\ln\mu=0.00804$, and $\tau_s$ rises to 24.9 ms. This is a factor of 2.7, not ten.

The periodic radical balance explains the difference. With $w$ nearly constant over a pulse, $(2-w)I=\nu Tw$, so

$$I\simeq\frac{0.0012\times1.69}{2-1.69}\simeq0.0065 .$$

Depletion now provides most of the relaxation and does not vanish with the radical loss rate. The estimate for ordinary integration to $10^{-7}$ is 2070 pulses. Newton's method needs four updates instead of three.

## Guidance for the settings

**Choose the solver by comparing pulse counts.** Estimate $\mu$ from late changes, and $N$ from the formula above. With $d$ state variables, $J$ Newton updates cost about $Jd$ complex pulses plus the warm-up. A complex pulse costs more than a real one, about twice as much in the worked case. For small $d$, $T\ll\tau_s$ and a smooth, noise-free pulse map such as the one here, shooting is the cheaper of the two. Slow variables left out of this model, such as gas temperature or wall coverage, must be part of the state if they matter, and may set $\tau_s$. For a spatially resolved model with large $d$, building all of $M$ can cost more than waiting. An iterative linear solver avoids this, because one complex pulse with initial perturbation $ihq$ gives the product $Mq$ for any real vector $q$.

**Warm up before shooting.** A few ordinary pulses remove fast errors cheaply. Newton's method has no guarantee from a distant start. Shorten an update if it would make $T_e$ negative or take $w$ outside its range.

**Do not reject an update merely because the change per pulse grows.** A slow error $E$ produces a change of only $(1-\mu)E$, while a fast error produces a change comparable with itself. In the worked case, the first update lowers the error from 0.61 to 0.048, yet the change per pulse rises from 0.014 to 0.043, because the new error has a sizeable fast part in the electron density.

**Stop on the right quantity.** For ordinary integration, use the change divided by $1-\mu$. For Newton's method near the solution, $\delta\simeq-e$, so the size of an update estimates the error before that update.

**Match the time integration to the threshold.** A small error $\eta$ in the one-pulse map shifts its fixed point by $(I_3-M)^{-1}\eta$, which amplifies the slow component by $1/(1-\mu)$. Doubling the number of time steps in the worked case moves the periodic state by $5\times10^{-6}$. This shift lies almost wholly in the fast variable $\ln n$ and is hardly amplified; the amplified error in $w$ is much smaller here. Errors below this size, such as the Newton error of $6\times10^{-9}$ above, therefore measure distance from the solution of the discretized model, not from that of the differential equations.

**Inspect the eigenvalues after convergence.** Newton's method can find a periodic state that real pulses would leave. Linear stability requires every eigenvalue to have modulus below 1. If an eigenvalue approaches $+1$, $I_3-M$ becomes singular and the shooting equation is ill-conditioned. Approach such a point in small parameter steps, starting each calculation from the preceding periodic state.
